# The Kronig-Penney relation and the exact band tops, derived twice: test program

```python
"""Kronig-Penney relation for a repulsive delta comb, and its band tops.

Result under test (Hartree atomic units):
    cos(k a) = F(z),  F(z) = cos z + P sin z / z,  z = q a,  E = q^2 / 2,
for V(x) = strength * sum_j delta(x - j a), with P = strength * a.
For P > 0 the top of band n lies exactly at z = n pi.

Independent road: the energy form (1/2) int |psi'|^2 + strength |psi(0)|^2
is diagonalized for one cell in polynomials that obey the Bloch phase.
Neither trigonometric solutions nor a derivative jump are put in.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi
BUBBLES = 26
NODES, WEIGHTS = leggauss(60)
LEGENDRE = legvander(NODES, BUBBLES + 1)
ORDERS = np.arange(1, BUBBLES + 1)
# Integrated Legendre polynomials vanish at both ends of the cell.
BUBBLE_VALUES = (LEGENDRE[:, 2:] - LEGENDRE[:, :-2]) / (2 * ORDERS + 1)
BUBBLE_SLOPES = LEGENDRE[:, 1:-1]


def bloch_levels(k, strength, a):
    """Energies and coefficients; coefficient 0 equals psi at the delta."""
    phase = np.exp(1j * k * a)
    link = (1 - NODES) / 2 + phase * (1 + NODES) / 2
    link_slope = np.full(NODES.size, (phase - 1) / 2)
    values = np.column_stack([link, BUBBLE_VALUES])
    slopes = np.column_stack([link_slope, BUBBLE_SLOPES]) * 2 / a
    weights = (WEIGHTS * a / 2)[:, None]
    overlap = values.conj().T @ (weights * values)
    energy_form = 0.5 * slopes.conj().T @ (weights * slopes)
    energy_form[0, 0] += strength
    return eigh(energy_form, overlap)


def relation(z, P):
    return np.cos(z) + P * np.sin(z) / z


def bottom_z(n, P):
    """Band bottom from z tan(theta/2) = P with z = (n-1) pi + theta."""
    start = (n - 1) * PI
    theta = brentq(lambda t: (start + t) * np.tan(t / 2) - P,
                   1e-12, PI - 1e-12, xtol=1e-14)
    return start + theta


def top_k(n, a):
    return PI / a if n % 2 == 1 else 0.0


a = 5.0
strength = 0.6
P = strength * a
bands = np.arange(1, 5)
k_grid = np.linspace(0.0, PI / a, 41)

# Relation, band edges and monotonic bands for weak to strong combs.
worst_relation = 0.0
worst_top = 0.0
for test_P in (0.5, P, 20.0):
    levels = np.array([bloch_levels(k, test_P / a, a)[0][:4]
                       for k in k_grid])
    assert levels.min() > 0
    for n in bands:
        energies = levels[:, n - 1]
        low = bottom_z(n, test_P)
        for k, energy in zip(k_grid[1:-1], energies[1:-1]):
            z = brentq(lambda s: relation(s, test_P) - np.cos(k * a),
                       low, n * PI, xtol=1e-13)
            worst_relation = max(worst_relation,
                                 abs(energy - (z / a) ** 2 / 2))
        top_error = abs(energies.max() - (n * PI / a) ** 2 / 2)
        worst_top = max(worst_top, top_error)
        assert abs(energies.min() - (low / a) ** 2 / 2) < 1e-8
        direction = 1 if n % 2 == 1 else -1
        assert np.all(direction * np.diff(energies) > 0)
assert worst_relation < 1e-8
assert worst_top < 1e-8

# The derivative jump emerges from the energy form at a general k.
k_test = 0.37 * PI / a
phase = np.exp(1j * k_test * a)
_, coefficients = bloch_levels(k_test, strength, a)
left_slopes = np.r_[(phase - 1) / 2, (-1.0) ** ORDERS] * 2 / a
right_slopes = np.r_[(phase - 1) / 2, np.ones(BUBBLES)] * 2 / a
for n in bands:
    state = coefficients[:, n - 1]
    jump = left_slopes @ state - np.conj(phase) * (right_slopes @ state)
    assert abs(state[0]) > 1e-3
    assert abs(jump - 2 * strength * state[0]) < 1e-6

# Top states vanish at the delta, are single, and have the stated curvature.
step = 0.01 / a
curvature_ratios = []
for n in bands[:3]:
    edge = top_k(n, a)
    energies, coefficients = bloch_levels(edge, strength, a)
    assert abs(coefficients[0, n - 1]) ** 2 < 1e-12
    assert energies[n] - energies[n - 1] > 1e-3
    inside = edge - step if edge > 0 else step
    drop = energies[n - 1] - bloch_levels(inside, strength, a)[0][n - 1]
    curvature_ratios.append(drop / (n**2 * PI**2 * step**2 / (2 * P)))
assert np.allclose(curvature_ratios, 1, atol=1e-3)

# Attractive comb: z = n pi becomes the bottom of band n + 1.
attractive_P = -3.0
attractive = np.array([bloch_levels(k, attractive_P / a, a)[0][:4]
                       for k in k_grid])
for n in (1, 2, 3):
    assert abs(attractive[:, n].min() - (n * PI / a) ** 2 / 2) < 1e-8
assert attractive[:, 0].max() < 0
decay = np.sqrt(-2 * attractive[:, 0]) * a
continued = np.cosh(decay) + attractive_P * np.sinh(decay) / decay
assert np.allclose(continued, np.cos(k_grid * a), atol=1e-7)

# Rectangular barriers of equal area, in plane waves at k = pi / a.
width = 0.05 * a
index = np.arange(-200, 200)
kinetic = np.diag(((2 * index + 1) * PI / a) ** 2 / 2)
difference = index[:, None] - index[None, :]
barrier = strength / a * np.sinc(difference * width / a)
wide_top = np.linalg.eigvalsh(kinetic + barrier)[0]
wide_shift = wide_top - (PI / a) ** 2 / 2
first_order_shift = strength * PI**2 * width**2 / (6 * a**3)
assert wide_shift > 0
assert abs(wide_shift / first_order_shift - 1) < 0.05

# Worked example: every energy below comes from the diagonalization.
levels = np.array([bloch_levels(k, strength, a)[0][:4] for k in k_grid])
bottoms, tops = levels.min(axis=0), levels.max(axis=0)
print(f"lattice constant a = {a:.1f} bohr")
print(f"delta strength = {strength:.1f} hartree bohr")
print(f"P = {P:.1f} (dimensionless)")
for n in bands[:3]:
    i = n - 1
    print(f"band {n}: bottom qa/pi = {np.sqrt(2*bottoms[i])*a/PI:.6f}")
    print(f"band {n}: top qa/pi = {np.sqrt(2*tops[i])*a/PI:.8f}")
    print(f"band {n}: bottom energy = {bottoms[i]:.6f} hartree")
    print(f"band {n}: top energy = {tops[i]:.6f} hartree")
    print(f"band {n}: width = {tops[i]-bottoms[i]:.6f} hartree")
    print(f"gap above band {n} = {bottoms[i+1]-tops[i]:.6f} hartree")
print(f"band 1 top = {tops[0]*HARTREE_IN_EV:.4f} eV")
print(f"gap above band 1 = {(bottoms[1]-tops[0])*HARTREE_IN_EV:.4f} eV")
for fraction in (0.9, 1.0, 1.1):
    print(f"F at qa = {fraction:.1f} pi: {relation(fraction*PI, P):.6f}")
middle = bloch_levels(PI / (2 * a), strength, a)[0][0]
print(f"band 1 at k = pi/(2a): energy = {middle:.6f} hartree")
print(f"band 1 at k = pi/(2a): qa = {np.sqrt(2*middle)*a:.6f} rad")

strong = 10 * strength
strong_bottom = bloch_levels(0.0, strong, a)[0][0]
strong_top = bloch_levels(PI / a, strong, a)[0][0]
print(f"stronger comb: P = {strong*a:.1f} (dimensionless)")
print(f"stronger comb: band 1 bottom = {strong_bottom:.6f} hartree")
print(f"stronger comb: band 1 top = {strong_top:.6f} hartree")
bottom_density = abs(bloch_levels(0.0, strength, a)[1][0, 0]) ** 2
top_density = abs(bloch_levels(PI / a, strength, a)[1][0, 0]) ** 2
print(f"density at delta, band 1 bottom = {bottom_density:.6f} bohr^-1")
print(f"density at delta, band 1 top = {top_density:.6f} bohr^-1")
for n, ratio in zip(bands[:3], curvature_ratios):
    print(f"band {n}: drop near top / quadratic law = {ratio:.6f}")
print(f"attractive comb: P = {attractive_P:.1f} (dimensionless)")
attractive_edge = np.sqrt(2 * attractive[:, 1].min()) * a / PI
print(f"attractive comb: band 2 bottom qa/pi = {attractive_edge:.8f}")
print(f"rectangular barrier width = {width:.2f} bohr")
print(f"rectangular barrier: band 1 top shift = {wide_shift:.4e} hartree")
print(f"first-order estimate of shift = {first_order_shift:.4e} hartree")
print(f"largest relation error in energy = {worst_relation:.1e} hartree")
print(f"largest band-top error = {worst_top:.1e} hartree")
print("all tests passed")
```

Output:

```
lattice constant a = 5.0 bohr
delta strength = 0.6 hartree bohr
P = 3.0 (dimensionless)
band 1: bottom qa/pi = 0.629134
band 1: top qa/pi = 1.00000000
band 1: bottom energy = 0.078130 hartree
band 1: top energy = 0.197392 hartree
band 1: width = 0.119263 hartree
gap above band 1 = 0.180928 hartree
band 2: bottom qa/pi = 1.384410
band 2: top qa/pi = 2.00000000
band 2: bottom energy = 0.378320 hartree
band 2: top energy = 0.789568 hartree
band 2: width = 0.411248 hartree
gap above band 2 = 0.214187 hartree
band 3: bottom qa/pi = 2.255013
band 3: top qa/pi = 3.00000000
band 3: bottom energy = 1.003755 hartree
band 3: top energy = 1.776529 hartree
band 3: width = 0.772773 hartree
gap above band 3 = 0.226388 hartree
band 1 top = 5.3713 eV
gap above band 1 = 4.9233 eV
F at qa = 0.9 pi: -0.623179
F at qa = 1.0 pi: -1.000000
F at qa = 1.1 pi: -1.219320
band 1 at k = pi/(2a): energy = 0.120604 hartree
band 1 at k = pi/(2a): qa = 2.455644 rad
stronger comb: P = 30.0 (dimensionless)
stronger comb: band 1 bottom = 0.173558 hartree
stronger comb: band 1 top = 0.197392 hartree
density at delta, band 1 bottom = 0.082648 bohr^-1
density at delta, band 1 top = 0.000000 bohr^-1
band 1: drop near top / quadratic law = 0.999939
band 2: drop near top / quadratic law = 0.999857
band 3: drop near top / quadratic law = 0.999720
attractive comb: P = -3.0 (dimensionless)
attractive comb: band 2 bottom qa/pi = 1.00000000
rectangular barrier width = 0.25 bohr
rectangular barrier: band 1 top shift = 4.7943e-04 hartree
first-order estimate of shift = 4.9348e-04 hartree
largest relation error in energy = 1.3e-12 hartree
largest band-top error = 9.0e-13 hartree
all tests passed
```
